Size extensivity of the random-phase correlation energy, derived two ways

For two noninteracting closed-shell fragments A and B, the correlation energy of the direct random-phase approximation (RPA) is additive:

E_c(AB) = E_c(A) + E_c(B).   (1)

The value does not depend on which orthonormal orbitals are chosen inside a degenerate occupied space or inside a degenerate empty space. In particular, the orbitals of the combined system may be spread over both fragments. Two derivations follow. The first works with the density response and a determinant, the second with excitation energies.

**Definitions and conditions**

Hartree atomic units are used. Orbitals are real, i and j label doubly occupied orbitals, a and b empty ones, and e is an orbital energy. The correlation energy is

E_c = (1/2π) ∫₀^∞ dω Tr[ln(1 − χ0(iω)v) + χ0(iω)v].   (2)

Here v is the Coulomb interaction and χ0 the density response of independent electrons in the mean field. First-order perturbation theory gives, with the gap ε_ia = e_a − e_i and a factor 2 for spin,

χ0(r,r';z) = 2 Σ_ia ρ_ia(r) ρ_ia(r') [1/(z − ε_ia) − 1/(z + ε_ia)],

where ρ_ia(r) = φ_i(r)φ_a(r) is a pair density. At z = iω the bracket is

[(iω + ε) − (iω − ε)]/[(iω)² − ε²] = −2ε/(ε² + ω²),

and therefore

χ0(r,r';iω) = −4 Σ_ia ε_ia ρ_ia(r) ρ_ia(r')/(ε_ia² + ω²).   (3)

"Noninteracting closed-shell fragments" stands for four conditions.

1. The orbitals come from a finite set of functions, each localized on one fragment, and functions on different fragments do not overlap.
2. The mean-field Hamiltonian of the union is the direct sum of the fragment Hamiltonians, up to a constant shift on each fragment. Such a shift leaves the gaps within a fragment unchanged.
3. Every occupied level of either fragment lies below every empty level of both. Filling the levels of the union from below then reproduces the two closed-shell fragments.
4. The interaction v_AB between charge on A and charge on B is zero.

Condition 4 is reached at infinite separation, whether or not the fragments are neutral. The pair densities of a fragment carry no net charge, because φ_i and φ_a are orthogonal, so their mutual interaction has no 1/R term and dies out with the distance R.

**First derivation: the density response**

Collect orbitals of equal energy into levels, k for occupied and l for empty ones. All pairs from levels k and l share one gap ε_kl. The sum over i in k and a in l in Eq. (3) then factorizes:

χ0(r,r';iω) = −4 Σ_kl [ε_kl/(ε_kl² + ω²)] γ_k(r,r') γ_l(r,r'),   (4)

γ_k(r,r') = Σ_{i in k} φ_i(r) φ_i(r').

The kernel γ_k is the projector onto the level. Replace its orbitals by φ'_i = Σ_j φ_j U_ji with an orthogonal matrix U. Then

Σ_i φ'_i(r)φ'_i(r') = Σ_jm φ_j(r)φ_m(r') Σ_i U_ji U_mi = Σ_j φ_j(r)φ_j(r'),

because UUᵀ = 1. Thus γ_k, and with it χ0, is the same for every orbital representation of the degenerate spaces.

Now consider the union. Its Hamiltonian is a direct sum, so the eigenspace at a given energy is the direct sum of the fragment eigenspaces at that energy; one of them may be empty. By condition 3 each such space is either wholly occupied or wholly empty. Hence

γ_k = γ_k^A + γ_k^B,

where γ_k^A is nonzero only when both r and r' lie on A, and likewise for B. For r on A and r' on B, γ_k(r,r') = 0, so every term of Eq. (4) vanishes. For r and r' both on A, the product γ_kγ_l equals γ_k^Aγ_l^A, which is the fragment expression. Therefore

χ0 = χ0^A ⊕ χ0^B.   (5)

This holds even if A and B are identical and the orbitals in use are sums and differences of fragment orbitals. A single pair density ρ_ia may then live on both fragments, and its term in Eq. (3) connects them. These connections cancel in the sum over the degenerate level. In the localized representation the same fact is visible term by term: a charge-transfer pair, with i on A and a on B, has ρ_ia = 0.

Equation (5) alone does not give additivity, since the product χ0v also contains v_AB. With condition 4, v is block diagonal too, and

1 − χ0v = (1 − χ0^A v_A) ⊕ (1 − χ0^B v_B).

The determinant of a block-diagonal matrix is the product of the determinants of its blocks. Since Tr ln = ln det,

ln det(1 − χ0v) = ln det(1 − χ0^A v_A) + ln det(1 − χ0^B v_B).   (6)

The subtracted term Tr χ0v is also a sum over blocks. The integrand of Eq. (2) is thus additive at each frequency, and integration gives Eq. (1).

The logarithms are real. Write Eq. (3) as χ0 = −QQᵀ, where column ia of Q is [4ε_ia/(ε_ia² + ω²)]^{1/2} ρ_ia. The matrices QQᵀv and QᵀvQ have the same nonzero eigenvalues, so

det(1 − χ0v) = det(1 + QᵀvQ).   (7)

The matrix QᵀvQ has no negative eigenvalue because the Coulomb energy of a real charge density is not negative. Every eigenvalue of 1 + QᵀvQ is therefore at least 1.

The diagrams behave in the same way. Expanding the logarithm gives

Tr[ln(1 − χ0v) + χ0v] = −Σ_{n≥2} (1/n) Tr(χ0v)ⁿ.

The term of order n is a ring of n response bubbles joined by n interaction lines. A ring that visits both fragments needs a line v_AB or a bubble reaching from A to B, and both are zero. Since (χ0v)ⁿ is block diagonal, each order is additive by itself. The expansion converges if all eigenvalues of χ0v are smaller than 1 in magnitude and diverges if one of them exceeds 1 in magnitude, but Eq. (6) does not use the expansion and needs no such restriction.

**Second derivation: excitation energies**

Let K be the matrix of Coulomb integrals between pair densities,

K_ia,jb = ∫∫ ρ_ia(r) v(r,r') ρ_jb(r') dr dr',

and let D be the matrix of gaps,

D_ia,jb = δ_ij F_ab − F_ij δ_ab,   (8)

where F is the mean-field Hamiltonian, without elements between occupied and empty orbitals. For orbitals that diagonalize F, D is diagonal with entries ε_ia. By condition 3, D is positive.

In this notation Eq. (7) reads

det(1 − χ0v) = det[1 + 4(D² + ω²)⁻¹DK].

A determinant is unchanged if the matrix is multiplied by D^{−1/2} on the left and D^{1/2} on the right. Functions of D commute, so this gives

det(1 − χ0v) = det[1 + 4(D² + ω²)⁻¹D^{1/2}KD^{1/2}]
= det(M + ω²)/det(D² + ω²),

M = D² + 4D^{1/2}KD^{1/2} = D^{1/2}(D + 4K)D^{1/2}.

Let Ω_s² be the eigenvalues of M and δ_s those of D. The numbers Ω_s are the RPA excitation energies: at z² = Ω_s² the determinant, continued from ω² to −z², vanishes, and the density can oscillate without an external field. The exception is a mode that K does not couple, such as a pair with zero pair density: it has Ω_s = δ_s, and its zero in det(M − z²) is cancelled by the same factor in det(D² − z²). The frequency integral requires

∫₀^∞ dω ln[(Ω² + ω²)/(δ² + ω²)] = π(Ω − δ).

To see this, note that both sides vanish at Ω = δ, and that the derivative of the left side with respect to Ω is ∫₀^∞ 2Ω/(Ω² + ω²) dω = π. For the trace term,

∫₀^∞ dω Tr χ0v = −4 Tr[K ∫₀^∞ D(D² + ω²)⁻¹ dω] = −2π Tr K,

since the inner integral is π/2 times the unit matrix. Equation (2) becomes

E_c = (1/2π)[π Σ_s(Ω_s − δ_s) − 2π Tr K]
= ½[Σ_s Ω_s − Tr(D + 2K)].   (9)

The correlation energy is half the shift of the excitation energies caused by the interaction, less the part of first order in K.

For the union, take fragment orbitals first. The pairs fall into three classes: both orbitals on A, both on B, and charge transfer. D is diagonal. Elements of K between A pairs and B pairs vanish because v_AB = 0. Elements that involve a charge-transfer pair vanish because its pair density is zero. Hence

M = M_A ⊕ M_B ⊕ D_CT²,

where D_CT contains the charge-transfer gaps. Each charge-transfer pair has Ω = δ and no diagonal element of K, so it adds ½(δ − δ) = 0 to Eq. (9). The remaining two blocks give E_c(A) + E_c(B), which is Eq. (1) again.

Now rotate the occupied orbitals by an orthogonal U and the empty ones by an orthogonal V. The pair densities are rotated by the orthogonal matrix T = U⊗V, and Eq. (8) gives

K' = TᵀKT,  D' = TᵀDT,  M' = TᵀMT.

The last relation follows because the square root of TᵀDT is TᵀD^{1/2}T. Eigenvalues and traces are unchanged, so E_c is unchanged. If U and V act only within degenerate levels, T mixes only pairs of equal gap, D' = D, and D stays diagonal. For a more general rotation among occupied or among empty orbitals, the result still holds provided the off-diagonal elements of F in Eq. (8) are kept.

In either derivation the union AB is itself a closed-shell system. Adding one fragment at a time therefore gives E_c = N E_c(A) for N identical noninteracting fragments, as long as the four conditions hold for all of them.

**What each derivation assumes**

Both derivations need vanishing overlap, a mean field that separates, and v_AB = 0. They differ in the rest.

The first uses the form of the response only to establish Eq. (5). From there on, any block-diagonal response for which the logarithm is defined would do, whatever its dependence on frequency. It gives additivity at each frequency, so a numerical quadrature with the same points for all systems preserves it. It also gives additivity of each ring order. In the form of Eq. (4) it covers rotations within levels.

The second performs the frequency integral and therefore depends on the particular form of Eq. (3) and on an interaction v that does not depend on frequency. It takes the square root of D and so needs positive gaps, including those of the charge-transfer pairs, even though these pairs finally contribute nothing. In return it covers all occupied–occupied and empty–empty rotations, and it shows why the growing number of charge-transfer pairs does no harm.

**Finite distance**

Suppose that the orbitals of A and B still do not overlap and are kept frozen, but v_AB is not zero. Define X_A = (1 − χ0^A v_A)⁻¹χ0^A, the response of A with its internal interaction, and X_B likewise. Taking the diagonal blocks out as a left factor gives

1 − χ0v = [(1 − χ0^A v_A) ⊕ (1 − χ0^B v_B)] · W,

where W has unit diagonal blocks and off-diagonal blocks −X_A v_AB and −X_B v_BA. Eliminating one block of W yields det W = det(1 − X_A v_AB X_B v_BA). The trace of χ0v involves only diagonal blocks and does not change. The deviation from additivity is therefore

ΔE = (1/2π) ∫₀^∞ dω ln det(1 − X_A v_AB X_B v_BA).   (10)

To leading order in v_AB the logarithm is −Tr(X_A v_AB X_B v_BA). Pair densities have no net charge, so their interaction begins with the dipole–dipole term, proportional to R⁻³. It enters twice, and ΔE falls as R⁻⁶ when both fragments have a dipole response. This is the dispersion energy at the RPA level. It is a physical interaction and not a defect of extensivity. The power R⁻⁶ holds for frozen orbitals and levels. If the mean field of the union is converged anew, the permanent multipoles of each fragment change the orbitals of the other, and E_c changes in first order. The deviation then falls more slowly: as R⁻³ for two water molecules with parallel dipoles, and as R⁻² for water and Li⁺ on its dipole axis. It still vanishes at infinite separation.

**Where the statement fails**

If an occupied level of A lies above an empty level of B, filling the levels of the union from below moves electrons from A to B. The reference is then not the product of the fragment references, and condition 3 is violated. This can happen for ion pairs: in Hartree–Fock with the 6-31G basis the highest occupied level of F⁻ is at −0.078 hartree and the lowest empty level of Li⁺ at −0.196 hartree. If the product reference is kept anyway, Eq. (2) stays additive, because the charge-transfer pairs have zero pair density. Equation (9) with positive roots Ω does not, because a pair with negative gap δ adds ½(|δ| − δ).

Condition 3 also fails when a closed-shell molecule breaks into open-shell atoms. Take H₂ at large R in a restricted reference, with atomic orbitals a and b. The occupied orbital is g = (a + b)/√2 and the empty one u = (a − b)/√2. Their pair density is

ρ_gu = (a² − b²)/2,

which lives on both atoms. For r on A and r' on B this pair contributes, at ω = 0,

−(4/ε_gu) · (a²(r)/2) · (−b²(r')/2) = a²(r)b²(r')/ε_gu.

Integrated over both atoms, the response is 1/ε_gu: raising the potential on one atom pushes electrons to the other. No further term cancels this, because g and u, which become degenerate, are not both occupied or both empty. A rotation to a and b would mix an occupied with an empty orbital, which changes the reference.

In Hartree–Fock theory the gap follows from the two-orbital model. Let J = (aa|aa) and w = (aa|bb) ≈ 1/R, and neglect overlap. The electron in g feels (gg|gg) = (J + w)/2. An electron in u feels 2(gg|uu) − (gu|gu) = (J + w) − (J − w)/2 = (J + 3w)/2. The one-electron energies are equal, so ε_gu = w ≈ 1/R, and the charge response between the atoms grows in proportion to R. With D = w and K = (J − w)/2, Eq. (9) gives Ω² = w(2J − w) and E_c = ½(Ω − J), which tends to −J/2, while a spin-polarized atom with one orbital has no correlation energy. In the 6-31G basis E_c(H₂) is −0.149 hartree at 12 bohr and −0.277 hartree at 1000 bohr, against −0.008 hartree for two spin-polarized atoms.

**Worked example**

The fragments are N₂ with a bond length of 2.1 bohr, and H₂O with O at the origin and H at (y,z) = (±1.4, 1.1) bohr. The mean field is restricted Hartree–Fock in the 6-31G basis. The energies belong to this small basis; their purpose is to show additivity. They are far from the basis limit. In aug-cc-pVTZ, E_c(N₂) is −0.463 hartree instead of −0.222, and the largest eigenvalue of −χ0v at ω = 0 is 1.88 instead of 2.00. In aug-cc-pVDZ, E_c(H₂O) is −0.248 hartree instead of −0.137, and the lowest empty level is that of H₂O at 0.036 hartree, still far above all occupied levels. Noninteracting fragments are placed 1000 bohr apart, and the mean field of each union is converged anew. The highest occupied level of the two molecules is at −0.503 hartree (H₂O) and the lowest empty one at 0.144 hartree (N₂), so condition 3 holds.

N₂ has 77 orbital pairs. Two N₂ molecules have 308 = 4 × 77, half of them charge-transfer pairs. The largest degenerate space of the union has four orbitals. All degenerate spaces are rotated at random, and Eq. (2) is integrated with 60 Gauss–Legendre points mapped onto the frequency axis:

E_c(N₂) = −0.221724 hartree = −6.033 eV

2 × (−0.221724) = −0.443448 hartree

E_c(N₂+N₂) = −0.443448 hartree = −12.067 eV

The unrounded difference is 3 × 10⁻¹² hartree in magnitude. Equation (9), evaluated by diagonalization with the unrotated orbitals, gives the same −0.443448 hartree. For unequal fragments,

E_c(N₂) + E_c(H₂O) = −0.221724 − 0.137397 = −0.359121 hartree

E_c(N₂+H₂O) = −0.359121 hartree = −9.772 eV

At ω = 0, ln det(1 − χ0v) is 4.7510 for one N₂ and 9.5021 for two.

The cancellation behind Eq. (5) can be seen in space. With 40 random points around each N₂ and ω = 0.5 hartree, the largest element of χ0 for one molecule is 1.01 atomic units. In the rotated orbitals, a single pair contributes up to 0.012 between the molecules. The sum over all pairs is below 10⁻¹⁷ there.

The ring orders 2, 3 and 4 are −0.3520, 0.2634 and −0.3024 hartree for one N₂, and −0.7041, 0.5268 and −0.6047 hartree for two. Each doubles. For one N₂ the largest eigenvalue of −χ0v at ω = 0 is 2.00, so the ring expansion of the integrand diverges there, while the logarithm remains finite and additive.

Rotating all occupied and all empty orbitals of one N₂ at random leaves E_c at −0.221724 hartree if the full matrix of Eq. (8) is used. If only its diagonal is kept, the same rotation gives −0.0985 hartree. This value depends on the rotation drawn; eight other random rotations give values between −0.085 and −0.103 hartree.

With frozen N₂ orbitals at finite distance, Eq. (10) gives −3.329 × 10⁻⁷ hartree at 20 bohr and −5.170 × 10⁻⁹ hartree at 40 bohr. The ratio is 64.4, and ln 64.4/ln 2 = 6.01, close to the leading power 6. The size depends strongly on the basis: in aug-cc-pVTZ the dipole–dipole term is −7.4 × 10⁻⁷ hartree at 20 bohr, more than twice as large. If the 6-31G mean field of the pair is converged anew instead of frozen, the deviation of E_c from additivity is +3 × 10⁻⁹ hartree at 20 bohr and +5.6 × 10⁻⁹ hartree at 40 bohr; the part added to Eq. (10) falls as about R⁻⁵.

For H₂ stretched to 12 bohr, the Hartree–Fock gap is 0.08335 hartree, against 1/12 = 0.08333 from the two-orbital model. The charge response between the atoms is 12.00 per hartree, equal to the inverse gap at this precision. Between the two N₂ molecules it vanishes to rounding error.

Numerical values quoted here were computed with a short program.
